# Event Selection and Mean Waiting Time in Lattice Monte Carlo: a numerical check

```python
"""Next-event statistics for competing surface events with constant rates.

Result under test: with rates k_i and total rate K = sum of k_i,
  probability that event i comes first   P_i = k_i / K
  mean waiting time to the next event    tau = 1 / K
and the waiting time is independent of which event ends it.
Rates are in 1/s, times in s. Independent checks: short time steps with
independent trials, quadrature over separate clocks, and simulated clocks.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

rates = np.array([2.0, 3.0, 5.0])
total_rate = rates.sum()
probability = rates / total_rate
mean_wait = 1.0 / total_rate
cumulative = np.cumsum(rates) / total_rate


def step_model(r, dt):
    """Independent trials with chance r*dt in each step, until a first event.

    Returns the chance that each event comes first and alone, the mean
    waiting time, and the chance that one step passes without any event.
    """
    n = np.arange(1, int(40.0 / (r.sum() * dt)) + 1)
    quiet = np.prod(1.0 - r * dt)
    alone = r * dt * quiet / (1.0 - r * dt)
    reached = quiet ** (n - 1.0)
    mean = dt * np.sum(n * reached) * (1.0 - quiet)
    return alone * reached.sum(), mean, quiet


# Short time steps: errors must vanish in proportion to the step.
coarse, fine = 1e-3, 1e-4
p_coarse, mean_coarse, _ = step_model(rates, coarse)
p_fine, mean_fine, quiet_fine = step_model(rates, fine)
assert np.all(np.abs(p_fine - probability) < 2e-4)
assert abs(mean_fine - mean_wait) < 1e-4
error_ratio = (p_coarse - probability) / (p_fine - probability)
mean_ratio = (mean_coarse - mean_wait) / (mean_fine - mean_wait)
assert np.all(np.abs(error_ratio - 10.0) < 0.5)
assert abs(mean_ratio - 10.0) < 0.5

# Survival law at t = 0.1 s; the step error is about 2e-4 relative.
t_check = 0.1
survival_steps = quiet_fine ** round(t_check / fine)
survival_formula = np.exp(-total_rate * t_check)
assert abs(survival_steps / survival_formula - 1.0) < 3e-4

# Each event acting alone has the mean waiting time 1/k_i.
lone_wait = np.array([step_model(np.array([k]), fine)[1] for k in rates])
assert np.allclose(lone_wait, 1.0 / rates, rtol=1e-8)


def race_density(t, i):
    """Clock i rings at t while every other clock is still silent."""
    value = rates[i] * np.exp(-rates[i] * t)
    for j in range(len(rates)):
        if j != i:
            value *= np.exp(-rates[j] * t)
    return value


def race_moment(i, power, start=0.0):
    return quad(lambda t: t**power * race_density(t, i), start, np.inf)[0]


events = range(len(rates))
p_race = np.array([race_moment(i, 0) for i in events])
first_moment = np.array([race_moment(i, 1) for i in events])
second_moment = sum(race_moment(i, 2) for i in events)
late_race = np.array([race_moment(i, 0, t_check) for i in events])
spread = np.sqrt(second_moment - first_moment.sum() ** 2)
conditional_wait = first_moment / p_race
assert np.allclose(p_race, probability, atol=1e-7)
assert abs(first_moment.sum() - mean_wait) < 1e-7
assert abs(spread - mean_wait) < 1e-6
assert np.allclose(conditional_wait, mean_wait, atol=1e-6)
assert np.allclose(late_race, probability * survival_formula, atol=1e-7)


def monte_carlo_step(u1, u2):
    """u1 in [0,1) selects the event index, u2 in (0,1] gives the time."""
    chosen = np.searchsorted(cumulative, u1, side="right")
    return chosen, -np.log(u2) / total_rate


# Simulated race of separate clocks against the two-number recipe.
samples = 400000
rng = np.random.default_rng(12345)
clocks = rng.exponential(1.0 / rates, size=(samples, len(rates)))
race_event, race_wait = clocks.argmin(axis=1), clocks.min(axis=1)
mc_event, mc_wait = monte_carlo_step(rng.random(samples),
                                     1.0 - rng.random(samples))
race_share = np.bincount(race_event, minlength=3) / samples
mc_share = np.bincount(mc_event, minlength=3) / samples
race_cond = np.array([race_wait[race_event == i].mean() for i in events])
mc_cond = np.array([mc_wait[mc_event == i].mean() for i in events])
# Tolerances are five standard errors of a difference of two samples.
share_error = np.sqrt(2 * race_share * (1 - race_share) / samples)
wait_error = race_wait.std() * np.sqrt(2 / (samples * race_share))
assert np.all(np.abs(race_share - mc_share) < 5 * share_error)
assert np.all(np.abs(race_cond - mc_cond) < 5 * wait_error)
assert abs(race_wait.mean() - mc_wait.mean()) < (
    5 * race_wait.std() * np.sqrt(2 / samples))

# One worked Monte Carlo step.
u1, u2 = 0.37, 0.60
chosen, advance = monte_carlo_step(u1, u2)
atomic_time = physical_constants["atomic unit of time"][0]


def show(label, values, digits=4):
    text = ", ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text}")


show("rates k1, k2, k3 (1/s)", rates, 1)
show("total rate K (1/s)", total_rate, 1)
show("selection probabilities P1, P2, P3", probability, 3)
show("sum of probabilities", probability.sum(), 3)
show("mean waiting time (s)", mean_wait, 4)
print(f"mean waiting time (atomic units): {mean_wait / atomic_time:.4e}")
show("standard deviation of the wait, quadrature (s)", spread, 4)
show("cumulative limits", cumulative, 3)
show("mean wait of each event acting alone (s)", lone_wait, 4)
show("wrong: plain average of 1/k_i (s)", np.mean(1 / rates), 4)
show("wrong: sum of P_i/k_i (s)", np.sum(probability / rates), 4)
show("time step of the fine step model (s)", fine, 4)
show("step model, probabilities", p_fine, 6)
show("step model, chance of coincident events", 1 - p_fine.sum(), 6)
show("step model, mean wait (s)", mean_fine, 6)
show("error ratio for a tenfold smaller step, P_i", error_ratio, 2)
show("error ratio for a tenfold smaller step, mean", mean_ratio, 2)
show("time of the survival check (s)", t_check, 1)
show("survival there, step model", survival_steps, 5)
show("survival there, exp(-K t)", survival_formula, 5)
show("clock quadrature, probabilities", p_race, 6)
show("clock quadrature, mean wait given event i (s)", conditional_wait, 6)
print(f"number of simulated steps: {samples}")
show("simulated clocks, event shares", race_share, 4)
show("two-number recipe, event shares", mc_share, 4)
show("simulated clocks, mean wait given event i (s)", race_cond, 4)
show("two-number recipe, mean wait given event i (s)", mc_cond, 4)
show("worked step, u1 and u2", [u1, u2], 2)
print(f"worked step, selected event number: {int(chosen) + 1}")
show("worked step, time advance (s)", advance, 4)
print("verified")
```

It prints:

```
rates k1, k2, k3 (1/s): 2.0, 3.0, 5.0
total rate K (1/s): 10.0
selection probabilities P1, P2, P3: 0.200, 0.300, 0.500
sum of probabilities: 1.000
mean waiting time (s): 0.1000
mean waiting time (atomic units): 4.1341e+15
standard deviation of the wait, quadrature (s): 0.1000
cumulative limits: 0.200, 0.500, 1.000
mean wait of each event acting alone (s): 0.5000, 0.3333, 0.2000
wrong: plain average of 1/k_i (s): 0.3444
wrong: sum of P_i/k_i (s): 0.3000
time step of the fine step model (s): 0.0001
step model, probabilities: 0.199902, 0.299883, 0.499905
step model, chance of coincident events: 0.000310
step model, mean wait (s): 0.100031
error ratio for a tenfold smaller step, P_i: 10.01, 10.01, 10.01
error ratio for a tenfold smaller step, mean: 10.02
time of the survival check (s): 0.1
survival there, step model: 0.36781
survival there, exp(-K t): 0.36788
clock quadrature, probabilities: 0.200000, 0.300000, 0.500000
clock quadrature, mean wait given event i (s): 0.100000, 0.100000, 0.100000
number of simulated steps: 400000
simulated clocks, event shares: 0.2001, 0.3008, 0.4991
two-number recipe, event shares: 0.2002, 0.3004, 0.4994
simulated clocks, mean wait given event i (s): 0.0998, 0.1002, 0.1000
two-number recipe, mean wait given event i (s): 0.1002, 0.1000, 0.1003
worked step, u1 and u2: 0.37, 0.60
worked step, selected event number: 2
worked step, time advance (s): 0.0511
verified
```
